Mean polarizability of two identical dipole-coupled atoms

Two identical atoms sit a fixed distance r apart in a uniform static electric field F. Each atom alone has an isotropic polarizability a, so it acquires the dipole aF. When both are present, each also feels the field of the other's dipole. The problem is to find how this mutual action changes the polarizability of the pair, averaged over all directions of the pair axis, and under which conditions the answer holds.

Gaussian electrostatic conventions are used, in which a polarizability has the dimension of a volume. In Hartree atomic units the formulas are the same and the unit of a is bohr³. Part (e) uses atomic units throughout. In the other parts, the formulas for polarizabilities also hold in SI units if every polarizability in them stands for the SI value divided by 4πε₀. In parts (a) to (d) the atoms are points that respond linearly to the local field, and "dipole" means the mean induced dipole. Parts (e) and (f) examine these two assumptions.

**(a) Find the polarizability of the pair for a field along its axis and for a field across it. For which distances is the coupled pair stable?**

A dipole p at the origin has the potential φ = p·R/R³ = −p·∇(1/R). Its field is E = −∇φ, which can be written E = T p, with

Tᵢⱼ = ∂ᵢ∂ⱼ(1/R).

The first derivative is ∂ᵢ(1/R) = −Rᵢ/R³. Differentiating again gives

Tᵢⱼ = −δᵢⱼ/R³ + 3RᵢRⱼ/R⁵.

At the other atom R = r u, where u is the unit vector along the pair axis, so

T = (3uu − 1)/r³.

Acting on a vector along u, T gives the factor (3 − 1)/r³ = 2/r³. On a vector perpendicular to u it gives −1/r³. A dipole therefore supports the applied field at a neighbour in line with it and opposes it at a neighbour beside it. Reversing u leaves T unchanged, so the same tensor serves for both atoms:

p₁ = a(F + T p₂),  p₂ = a(F + T p₁).

Subtracting gives (1 + aT)(p₁ − p₂) = 0. If 1 + aT can be inverted, the two dipoles are equal. With p₁ = p₂ = p,

(1 − aT)p = aF.

The pair carries the dipole 2p. Let t be the eigenvalue of T for the chosen field direction. The pair polarizability is then 2a/(1 − at). With the dimensionless coupling

x = a/r³,

the two cases are

α_par = 2a/(1 − 2x),  α_perp = 2a/(1 + x).

Stability follows from the energy. Creating a dipole p in a linear atom costs p²/(2a), and two dipoles interact with energy −p₁·T p₂. For components along one eigenvector of T and without an applied field,

E = (p₁² + p₂²)/(2a) − t p₁p₂.

With s = (p₁ + p₂)/√2 and d = (p₁ − p₂)/√2 we have p₁² + p₂² = s² + d² and p₁p₂ = (s² − d²)/2. Hence

E = ½(1/a − t)s² + ½(1/a + t)d².

Both brackets must be positive for t = 2/r³ and for t = −1/r³. The strictest condition is 1/a > 2/r³, that is

x < 1/2, or r³ > 2a.

Within this range 1 + aT is also invertible, as assumed above. The divergence of α_par at x = 1/2 belongs to the point-dipole model. It is not a prediction for real atoms, whose finite size matters at short range.

**(b) Average over orientations and find the leading change at large r.**

Let θ be the angle between the field and the pair axis. The field has a component F cos θ along the axis and F sin θ across it. The dipole component along the field, divided by F, is therefore

α(θ) = α_par cos²θ + α_perp sin²θ.

With u uniformly distributed over the sphere, the mean squares of its three components are equal and add to 1. Thus cos²θ has the mean 1/3 and sin²θ the mean 2/3:

α_mean = (α_par + 2α_perp)/3 = (2a/3)[1/(1 − 2x) + 2/(1 + x)].

Over a common denominator the numerator is (1 + x) + 2(1 − 2x) = 3 − 3x, so

α_mean = 2a(1 − x)/[(1 − 2x)(1 + x)].

To isolate the change, subtract 2a. The product in the denominator is

(1 − 2x)(1 + x) = 1 − x − 2x²,

and the new numerator is (1 − x) − (1 − x − 2x²) = 2x². Therefore

α_mean − 2a = 4a x²/[(1 − 2x)(1 + x)].

This is the full result of the point-dipole model, and it is positive throughout the stable range. For small x the denominator tends to 1, and with x² = a²/r⁶

α_mean − 2a ≈ 4a³/r⁶.

The increase belongs to the pair; each atom has half of it, 2a³/r⁶. The next order follows from 1/(1 − x − 2x²) ≈ 1 + x, so the leading form is too small by the relative amount x to first order.

The coupled equations were also solved for many axis directions and averaged numerically. For a = 1 bohr³ the ratio of the increase to 4a³/r⁶ is 1.185 at r = 2 bohr, 1.016 at 4 bohr and 1.002 at 8 bohr. At 2 bohr, x = 1/8 and the closed form gives 1/[(3/4)(9/8)] = 32/27 = 1.185, whereas the estimate 1 + x gives 1.125. The leading law is thus a statement about small x.

**(c) Each component changes in proportion to 1/r³. Why does the average begin at 1/r⁶, and why is it an increase?**

Expanding the result of part (a) in powers of the coupling gives

α_pair = 2a(1 + aT + a²T² + …).

The orientation average of a symmetric tensor, taken along a fixed field, is one third of its trace. The eigenvalues of T give

Tr T = (2 − 1 − 1)/r³ = 0,
Tr T² = (4 + 1 + 1)/r⁶ = 6/r⁶.

The first-order changes are 4a²/r³ along the axis and −2a²/r³ across it. There are two transverse directions, so the gain and the losses cancel. This reflects a property of the Coulomb potential: Tr T = ∇²(1/R), which vanishes away from the source.

The second-order term contributes 2a·a²·(6/r⁶)/3 = 4a³/r⁶. It describes a round trip: atom 1 polarizes atom 2, and the extra dipole on atom 2 acts back on atom 1. The factor t enters twice, so its sign drops out, and the return field strengthens the original dipole in every orientation.

The cancellation requires that cos²θ has the mean 1/3, which uniformly distributed axes ensure. For any other mean a first-order term survives:

(4a²/r³)⟨cos²θ⟩ − (2a²/r³)(1 − ⟨cos²θ⟩) = (2a²/r³)(3⟨cos²θ⟩ − 1).

In a film with preferred pair directions this term can outweigh the one of order 1/r⁶.

**(d) Atoms are scattered in a large spherical sample at low number density n, with no pair closer than d and otherwise uniformly. By how much does the pair effect raise the mean polarizability per atom?**

Consider one atom and a spherical shell of neighbours at distance r. Taken over all pairs of a spherical sample, the directions at each distance are uniformly distributed (for a single off-centre atom they are not), so the first-order contributions average to zero by part (c). In a flat or elongated sample they do not: distant atoms leave a term of order na², which depends on the field direction and can exceed the effect calculated here. The shell holds 4πr²n dr atoms, and each raises the polarizability of the central atom by 2a³/r⁶. The sum is

Δa = ∫ from d to ∞ of (2a³/r⁶) 4πr² n dr = 8πn a³ ∫ from d to ∞ of r⁻⁴ dr.

The last integral equals 1/(3d³), so

Δa = 8πn a³/(3d³),  Δa/a = (8π/3) n a²/d³.

The increase is linear in density and comes mostly from close neighbours: those beyond 2d supply one eighth of it. The estimate requires a/d³ ≪ 1. It also requires low density, because contributions that involve the central atom and two different neighbours are of order n² and are left out. It is not yet a dielectric constant, which also requires the relation between the applied field and the macroscopic field in the material.

**(e) Atoms are quantum systems with fluctuating dipoles. Does the dipole–dipole operator give the same increase at order 1/r⁶?**

Take a model atom with one particle of unit mass and charge in a potential v(x) + v(y) + v(z), with v even. Both atoms have their axes aligned with the pair axis. The interaction −p₁·T p₂ then has no cross terms, and the problem splits into three one-dimensional ones. For one direction, with g = 1/r³,

H = h₁ + h₂ − F(X₁ + X₂) − c g X₁X₂,

where c = 2 along the pair axis and c = −1 for each transverse direction. A polarizability α appears in the energy as −½αF².

The last term of H is treated as the perturbation, and the atomic states are those in the field F. Let |0⟩ be the ground state, D₁(F) = ⟨0|X|0⟩ = aF + O(F³) the mean dipole, X₀ₙ the transition moments and ωₙ the excitation energies.

First order: the energy is −c g D₁² = −c g a²F², which adds 2c g a² to α. Its average vanishes because 2 − 1 − 1 = 0.

Second order, one atom excited: the matrix element is −c g X₀ₙD₁. Counting both atoms, the energy is

−2c²g²D₁² Σₙ |X₀ₙ|²/ωₙ = −c²g²D₁² a,

since a = 2Σₙ|X₀ₙ|²/ωₙ to the order needed. With D₁ = aF this equals −c²g²a³F² and adds 2c²g²a³ to α. The mean of c² is (4 + 1 + 1)/3 = 2, so the average is 4g²a³ = 4a³/r⁶. This is the classical result.

Second order, both atoms excited: the energy is −c²g²S(F), with

S(F) = Σₙₘ |X₀ₙ|²|X₀ₘ|²/(ωₙ + ωₘ).

This is the dispersion energy of the model, caused by correlated fluctuations. Moments and excitation energies may depend on the field. By symmetry S(F) = S(0) + ½S″(0)F² + …, so the part quadratic in F is −½c²g²S″(0)F². It adds c²g²S″(0) to α. On average,

α_mean − 2a = [4a³ + 2S″(0)]/r⁶ + higher orders.

The answer is therefore no in general. The increase 4a³/r⁶ is the part due to mean induced dipoles, and a dispersion part of the same order stands beside it.

For a harmonic atom the dispersion part vanishes. With v = ½kX²,

½kX² − FX = ½k(X − F/k)² − F²/(2k).

The field shifts the oscillator without changing its frequency. The shift adds a constant to X, and a constant has no matrix element between different states. So S does not depend on F, and S″ = 0.

Diagonalizing the coupled pairs at r = 8 bohr confirms this division. The increase, in units of 4a³/r⁶ with each model's own a, is:

harmonic: 1.002, predicted dispersion part 0.000
stiffening potential: 0.939, predicted dispersion part −0.063
softening potential: 1.086, predicted dispersion part +0.083

One plus the predicted part agrees with each diagonalized value within 0.003; third and higher orders in the coupling are left out of the prediction. For the harmonic pair the excess 0.002 is the correction x = 1/512 from part (b). In these models the dispersion part can have either sign and amounts to a few per cent, but this does not estimate its size for a real atom, where it can dominate. For two hydrogen atoms (a = 4.5 bohr³) the same double-excitation sum, taken with the full dipole tensor, adds on average about 1334/r⁶ in atomic units, 3.7 times the induced-dipole term 4a³/r⁶ = 364.5/r⁶.

**(f) Real atoms have extent. Find the first correction due to an induced quadrupole, and test the law on two magnesium atoms in Hartree–Fock theory.**

Let s = (ξ, η, ζ) be the position relative to the second atom, with ζ along the pair axis. The dipole p of the first atom produces there a potential whose quadratic part induces a quadrupole. Define α₂ for a spherical atom so that a potential λq₀, with q₀ = (3ζ² − s²)/2, lowers its energy by ½α₂λ².

For p along the axis, the potential on the axis is

p/(r + ζ)² = (p/r²)(1 − 2ζ/r + 3ζ²/r² − …).

The potential is symmetric about the axis and obeys Laplace's equation, so its quadratic part is a multiple of q₀. On the axis q₀ = ζ², hence λ = 3p/r⁴ and λ² = 9p²/r⁸.

For p across the axis, along ξ, the potential is pξ/[(r + ζ)² + ξ² + η²]^(3/2). Its quadratic part is −3pξζ/r⁴. To use the same α₂, write a quadratic potential as s·G s with a symmetric traceless matrix G. For a spherical atom the energy can depend only on Tr G² at second order. For q₀, G = diag(−½, −½, 1) and Tr G² = 3/2. For √3 ξζ, the two off-diagonal elements are √3/2, and Tr G² = 2·(3/4) = 3/2 as well. The two potentials are therefore equivalent. Since −3pξζ/r⁴ = −(√3 p/r⁴)(√3 ξζ), the effective λ² is 3p²/r⁸.

The energy of the pair is a minimum with respect to its dipoles. A small added term therefore changes this minimum, to first order, by its value at the unperturbed dipoles, which are p = aF to leading order in x. Each atom induces a quadrupole on the other, which gives twice −½α₂λ²:

along: −9a²α₂F²/r⁸, across: −3a²α₂F²/r⁸.

Comparison with −½ΔαF² gives Δα = 18a²α₂/r⁸ along the axis and 6a²α₂/r⁸ across it. The average is (18 + 2·6)/3 = 10 in the same units. Relative to 4a³/r⁶ the correction is

10a²α₂/r⁸ ÷ (4a³/r⁶) = 5α₂/(2a r²).

Hartree–Fock theory suits this test because it is a mean-field theory. Once the charge clouds no longer overlap, each atom responds to the mean charge distribution of the other. Induction is included, while the correlated double excitations of part (e) are not. A one-atom calculation gives

a = 80.57 bohr³ = 11.94 Å³,  α₂ = 915 bohr⁵.

These values are not converged to the digits shown: a larger basis (16s11p7d3f) gives a = 81.6 bohr³ and α₂ = 928 bohr⁵, which raises 4a³/r⁶ by about 4% but leaves the ratio α₂/a almost unchanged. The smaller basis is kept so that atom and pair are treated alike.

At r = 30 bohr (15.9 Å), r³ = 27000 bohr³ and x = 80.57/27000 = 0.00298. The leading law gives

4a³/r⁶ = 4 × 80.57 × (0.002984)² = 0.00287 bohr³.

The quadrupole correction is 5 × 915/(2 × 80.57 × 900) = 0.0315 of this, and the higher dipole orders add about x = 0.0030. The predicted ratio to the leading law is 1.0345.

The response of the whole pair was then computed without using the dipole model. The single-atom reference used the basis functions of both atoms, to reduce the error that arises when an atom borrows functions from its neighbour. The changes at 30 bohr are 0.9676 bohr³ along the axis and −0.4794 bohr³ across it. Their average is

(0.96760 − 2 × 0.47935)/3 = 0.00297 bohr³ = 4.40 × 10⁻⁴ Å³.

The average is about 0.3% of the change along the axis. This ratio is close to x, as expected for a second-order remainder after the first-order terms have cancelled. Relative to 2a = 161.1 bohr³ it is about 2 × 10⁻⁵, so at this distance the effect is very small.

The ratio of the Hartree–Fock increase to 4a³/r⁶ is 1.049 at 24 bohr, 1.035 at 30 bohr and 1.024 at 36 bohr. It moves towards 1 as the atoms separate. With the quadrupole term and the closed dipole form included, the calculated increase agrees with the prediction within 0.1% at the two larger distances. At 24 bohr it is 0.6% below the prediction. The average is a small difference between large numbers and at this distance depends on the basis: with a 12s7p3d set of other exponents it lies 0.6% above the prediction, with ratio 1.061, while at 30 bohr the ratio is 1.034 and the agreement within 0.1% remains. The 24 bohr value is therefore uncertain by about 1%. The basis has no f functions, so the induced octupole of the valence shell, whose relative contribution falls as 1/r⁴, is missing from the calculation as well as from the prediction. With an octupole polarizability of about 2 × 10⁴ bohr⁷ this term would add roughly 0.3% at 24 bohr, 0.14% at 30 bohr and 0.07% at 36 bohr. The agreement therefore tests the dipole and quadrupole terms, not the complete multipole series.

These values belong to Hartree–Fock theory in a modest basis. They leave out relativity and electron correlation, including the field-dependent dispersion of part (e). They support the induced-dipole law and its quadrupole correction, not a prediction of the full measured increase for magnesium. The remaining values are in the numerical output.

Values computed for the example and the checks

```
Classical dipoles, a = 1 bohr^3
r = 2 bohr: excess/(4a^3/r^6) = 1.18519
r = 4 bohr: excess/(4a^3/r^6) = 1.01638
r = 8 bohr: excess/(4a^3/r^6) = 1.00196
Quantum model atoms, mass = charge = 1, r = 8 bohr
v = x^2/2 + k4 x^4 + k6 x^6 (hartree, x in bohr)
harmonic: k4 = 0.000, k6 = 0.000, a = 1.00000 bohr^3
  diagonalized excess/(4a^3/r^6) = 1.0020
  predicted dispersion part/(4a^3/r^6) = 0.0000
stiffening: k4 = 0.050, k6 = 0.000, a = 0.79539 bohr^3
  diagonalized excess/(4a^3/r^6) = 0.9386
  predicted dispersion part/(4a^3/r^6) = -0.0627
softening: k4 = -0.030, k6 = 0.001, a = 1.21470 bohr^3
  diagonalized excess/(4a^3/r^6) = 1.0861
  predicted dispersion part/(4a^3/r^6) = 0.0833
Magnesium, Hartree-Fock
basis functions per atom = 43
a = 80.568 bohr^3 = 11.939 angstrom^3
a from finite field = 80.569 bohr^3
alpha2 = 914.9 bohr^5
r = 24 bohr (12.70 angstrom), x = 0.005828
  HF change along = 1.90116, across = -0.93336 bohr^3
  first order: along = 1.87825, across = -0.93913 bohr^3
  HF mean excess = 0.011481 bohr^3 = 1.701e-03 angstrom^3
  4a^3/r^6 = 0.010947 bohr^3 = 1.622e-03 angstrom^3
  dipole closed form + quadrupole = 0.011551 bohr^3
  HF/leading = 1.0488, HF/corrected = 0.9940
r = 30 bohr (15.88 angstrom), x = 0.002984
  HF change along = 0.96760, across = -0.47935 bohr^3
  first order: along = 0.96166, across = -0.48083 bohr^3
  HF mean excess = 0.002969 bohr^3 = 4.400e-04 angstrom^3
  4a^3/r^6 = 0.002870 bohr^3 = 4.252e-04 angstrom^3
  dipole closed form + quadrupole = 0.002969 bohr^3
  HF/leading = 1.0348, HF/corrected = 1.0002
r = 36 bohr (19.05 angstrom), x = 0.001727
  HF change along = 0.55849, across = -0.27777 bohr^3
  first order: along = 0.55652, across = -0.27826 bohr^3
  HF mean excess = 0.000984 bohr^3 = 1.458e-04 angstrom^3
  4a^3/r^6 = 0.000961 bohr^3 = 1.424e-04 angstrom^3
  dipole closed form + quadrupole = 0.000984 bohr^3
  HF/leading = 1.0237, HF/corrected = 1.0001
```
